# Resistivity Doubling by Diffuse Walls in a Square Copper Wire: verification in Python

```python
"""
Result under test: a square wire whose four long faces scatter electrons
diffusely has, to first order, rho/rho0 = 1 + 3*mfp/(4*width). This rule puts
the doubling of resistivity at width = 0.75 mfp. The full kinetic solution of
the same model puts it at a larger width, just below one mfp.

Symbols: mfp = bulk mean free path; width = side of the square section;
sigma/sigma0 = wire conductivity over bulk conductivity; rho/rho0 = its inverse.
In all functions lengths are measured in units of mfp.
Model: spherical Fermi surface, isotropic bulk scattering, no grain boundaries.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, quad
from scipy.optimize import brentq


def gauss(low, high, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (nodes + 1) / 2, weights * (high - low) / 2


def wire_sigma(width):
    """sigma/sigma0 from the chords of the square, all four faces diffuse."""
    k = 1 / width
    theta, w_theta = gauss(0, np.pi / 2, 100)
    phi, w_phi = gauss(0, np.pi / 4, 60)
    s, c = np.sin(theta)[:, None], np.cos(theta)[:, None]
    sp, cp = np.sin(phi)[None, :], np.cos(phi)[None, :]
    reach = np.exp(-1 / (k * s * cp))
    bracket = cp + sp - (cp - sp) * reach - 2 * k * s * sp * cp * (1 - reach)
    integral = 2 * w_theta @ (s**2 * c**2 * bracket) @ w_phi
    return 1 - 6 * k / np.pi * integral


def corner_series(width):
    """Wall layers plus corner correction, opposite walls ignored."""
    return 1 - 3 / (4 * width) + 4 / (5 * np.pi * width**2)


def film_sigma(width):
    """sigma/sigma0 when only two opposite faces are diffuse."""
    value = quad(lambda m: (m - m**3) * (1 - np.exp(-width / m)), 0, 1)[0]
    return 1 - 1.5 / width * value


def direct_sigma(width, cells=60, angles=160):
    """sigma/sigma0 by summing over points and directions in the section."""
    grid = (np.arange(cells) + 0.5) * width / cells
    phi = (np.arange(angles) + 0.5) * 2 * np.pi / angles
    cp, sp = np.cos(phi), np.sin(phi)
    back_x = np.where(cp > 0, grid[:, None], width - grid[:, None]) / abs(cp)
    back_y = np.where(sp > 0, grid[:, None], width - grid[:, None]) / abs(sp)
    back = np.minimum(back_x[:, None, :], back_y[None, :, :])
    missing = 0.0
    for theta, weight in zip(*gauss(0, np.pi / 2, 20)):
        mean_memory = np.exp(-back / np.sin(theta)).mean()
        missing += 2 * weight * np.sin(theta) * np.cos(theta)**2 * mean_memory
    return 1 - 3 / (4 * np.pi) * 2 * np.pi * missing


def isotropic(rng, count):
    uz = rng.uniform(-1, 1, count)
    angle = rng.uniform(0, 2 * np.pi, count)
    side = np.sqrt(1 - uz**2)
    return np.array([side * np.cos(angle), side * np.sin(angle), uz])


def walk_sigma(width, x_diffuse, y_diffuse, rng, walkers=30000, flights=250):
    """Axial diffusion constant over its bulk value, from simulated walks."""
    pos = rng.random((2, walkers)) * width
    u = isotropic(rng, walkers)
    z = np.zeros(walkers)
    path = np.zeros(walkers)
    for _ in range(flights):
        room = np.where(u[:2] > 0, width - pos, pos) / np.abs(u[:2])
        to_wall = room.min(axis=0)
        free = rng.exponential(size=walkers)
        step = np.minimum(free, to_wall)
        pos = np.clip(pos + u[:2] * step, 0, width)
        z += u[2] * step
        path += step
        fresh = isotropic(rng, walkers)
        for axis, diffuse in ((0, x_diffuse), (1, y_diffuse)):
            struck = (free >= to_wall) & (room[axis] == to_wall)
            new = u.copy()
            new[axis] = -u[axis]
            if diffuse:
                normal = np.sqrt(rng.random(walkers))  # cosine-law emission
                angle = rng.uniform(0, 2 * np.pi, walkers)
                side = np.sqrt(1 - normal**2)
                new[axis] = -np.sign(u[axis]) * normal
                new[1 - axis] = side * np.cos(angle)
                new[2] = side * np.sin(angle)
            fresh = np.where(struck, new, fresh)
        u = fresh
    return np.mean(z**2) / (2 * np.mean(path)) * 3


# One isolated wall: missing current at the wall and summed over depth.
wall_missing = quad(lambda m: 0.75 * (1 - m**2), 0, 1)[0]
dead_layer = dblquad(lambda m, x: 0.75 * (1 - m**2) * np.exp(-x / m),
                     0, 40, 0, 1)[0]
assert abs(dead_layer - 3 / 16) < 1e-6

# Chord formula against the direct sum; midpoint grid error is below 2e-3.
rule_width = 4 * dead_layer
direct = {}
for test_width in (rule_width, 2.0):
    direct[test_width] = direct_sigma(test_width)
    assert abs(direct[test_width] - wire_sigma(test_width)) < 2e-3

# Wide wire: only wall layers and corners remain.
assert abs(wire_sigma(10.0) - corner_series(10.0)) < 1e-5

# Widths at which the resistivity doubles.
full_width = brentq(lambda w: wire_sigma(w) - 0.5, 0.3, 3)
corner_width = brentq(lambda w: corner_series(w) - 0.5, 0.8, 1.2)
film_width = brentq(lambda w: film_sigma(w) - 0.5, 0.05, 3)
assert 0.9 < full_width < 1.0
assert 1 / wire_sigma(rule_width) > 2.1

# Random walks; 4 percent covers about 0.8 percent noise (one standard
# deviation) and about 1 percent bias from the finite length of the walks.
rng = np.random.default_rng(12345)
walk_full = walk_sigma(full_width, True, True, rng)
walk_four = walk_sigma(rule_width, True, True, rng)
walk_two = walk_sigma(rule_width, True, False, rng)
walk_none = walk_sigma(rule_width, False, False, rng)
assert abs(walk_full / 0.5 - 1) < 0.04
assert abs(walk_four / wire_sigma(rule_width) - 1) < 0.04
assert abs(walk_two / film_sigma(rule_width) - 1) < 0.04
assert abs(walk_none - 1) < 0.04

# Copper at room temperature, rough inputs, one conduction electron per atom.
rho0 = 1.7e-8        # ohm m
lattice = 0.36e-9    # m, four atoms per cubic cell
density = 4 / lattice**3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
v_fermi = const.hbar * k_fermi / const.m_e
tau = const.m_e / (density * const.e**2 * rho0)
mfp = v_fermi * tau * 1e9   # nm

print(f"input bulk resistivity (rough): {rho0 * 1e8:.1f} microohm cm")
print(f"input lattice constant (rough): {lattice * 1e9:.2f} nm")
print(f"electron density: {density * 1e-27:.1f} per nm^3")
print(f"Fermi wave number: {k_fermi * 1e-9:.2f} per nm")
print(f"Fermi speed: {v_fermi * 1e-6:.2f} nm/fs")
print(f"relaxation time: {tau * 1e15:.1f} fs")
print(f"mean free path: {mfp:.1f} nm")
print(f"missing current fraction at a wall: {wall_missing:.3f}")
print(f"dead layer per wall: {dead_layer:.4f} mfp")
print(f"dead layer per wall in copper: {dead_layer * mfp:.1f} nm")
print("Width at which the resistivity doubles:")
for label, value in (("first order in rho", rule_width),
                     ("first order in sigma", 2 * rule_width),
                     ("walls and corners", corner_width),
                     ("full solution", full_width),
                     ("full, two diffuse faces only", film_width)):
    print(f"  {label}: {value:.3f} mfp; copper {value * mfp:.1f} nm")
print(f"first-order width / full width: {rule_width / full_width:.3f}")
print(f"At width {rule_width:.2f} mfp, sigma/sigma0:")
print(f"  chord formula, four diffuse faces: {wire_sigma(rule_width):.4f}")
print(f"  direct sum, four diffuse faces: {direct[rule_width]:.4f}")
print(f"  random walk, four diffuse faces: {walk_four:.3f}")
print(f"  walls and corners only: {corner_series(rule_width):.4f}")
print(f"  film formula, two diffuse faces: {film_sigma(rule_width):.4f}")
print(f"  random walk, two diffuse faces: {walk_two:.3f}")
print(f"  random walk, no diffuse face: {walk_none:.3f}")
print(f"rho/rho0 there, full solution: {1 / wire_sigma(rule_width):.3f}")
print(f"rho/rho0 there, two diffuse faces: {1 / film_sigma(rule_width):.3f}")
print(f"random walk sigma/sigma0 at full doubling width: {walk_full:.3f}")
print("Copper: width (nm), rho/rho0 first order, rho/rho0 full,")
print("        full resistivity (microohm cm)")
for width_nm in (20, 30, 40, 60, 100, 200):
    scaled = width_nm / mfp
    ratio = 1 / wire_sigma(scaled)
    first = 1 + rule_width / scaled
    print(f"  {width_nm:4d}  {first:.3f}  {ratio:.3f}  {ratio * rho0 * 1e8:.2f}")
print("no test failed")
```

It prints:

```
input bulk resistivity (rough): 1.7 microohm cm
input lattice constant (rough): 0.36 nm
electron density: 85.7 per nm^3
Fermi wave number: 13.64 per nm
Fermi speed: 1.58 nm/fs
relaxation time: 24.3 fs
mean free path: 38.5 nm
missing current fraction at a wall: 0.500
dead layer per wall: 0.1875 mfp
dead layer per wall in copper: 7.2 nm
Width at which the resistivity doubles:
  first order in rho: 0.750 mfp; copper 28.8 nm
  first order in sigma: 1.500 mfp; copper 57.7 nm
  walls and corners: 0.981 mfp; copper 37.7 nm
  full solution: 0.936 mfp; copper 36.0 nm
  full, two diffuse faces only: 0.456 mfp; copper 17.5 nm
first-order width / full width: 0.801
At width 0.75 mfp, sigma/sigma0:
  chord formula, four diffuse faces: 0.4422
  direct sum, four diffuse faces: 0.4423
  random walk, four diffuse faces: 0.439
  walls and corners only: 0.4527
  film formula, two diffuse faces: 0.6179
  random walk, two diffuse faces: 0.617
  random walk, no diffuse face: 1.009
rho/rho0 there, full solution: 2.261
rho/rho0 there, two diffuse faces: 1.618
random walk sigma/sigma0 at full doubling width: 0.501
Copper: width (nm), rho/rho0 first order, rho/rho0 full,
        full resistivity (microohm cm)
    20  2.442  2.838  4.82
    30  1.961  2.211  3.76
    40  1.721  1.895  3.22
    60  1.481  1.579  2.68
   100  1.288  1.331  2.26
   200  1.144  1.156  1.96
no test failed
```
